# The cavity construction and the Weiss field in infinite dimensions: verification in Python

```python
"""Cavity construction for the Hubbard model with hopping t*/sqrt(z), z -> infinity.
Result under test: after integrating out all sites but o, only a quadratic term
survives, with hybridization Delta = sum_ij t_oi t_jo Gcav_ij (Gcav: site o removed),
and the Weiss field is 1/G0 = i w + mu - Delta = 1/G_oo + Sigma with local Sigma.
Energies are in units of t*; w is the lowest Matsubara frequency pi*T.
Half filling: the interaction is U (n_up - 1/2)(n_dn - 1/2), so mu is absorbed
and Sigma is measured from its Hartree value U/2."""
import math
import numpy as np
from scipy.special import jv
from scipy.sparse import coo_matrix, identity
from scipy.sparse.linalg import spsolve

U, T = 4.0, 0.5
beta, w = 1 / T, math.pi * T
iw = 1j * w
print(f"U = {U:.1f} t*, T = {T:.2f} t*, w = pi T = {w:.5f} t*")


def thermal_green(hop, u_site, sites):
    """Exact G_ij(iw) for the listed sites, and double occupancy of site 0."""
    n = len(hop)
    basis = [[s for s in range(2**n) if bin(s).count("1") == N]
             for N in range(n + 1)]
    where = [{s: k for k, s in enumerate(b)} for b in basis]
    occ = [np.array([[(s >> i) & 1 for i in range(n)] for s in b], float)
           for b in basis]
    ann, kinetic = {}, [np.zeros((1, 1))]
    for N in range(1, n + 1):
        for i in range(n):
            a = np.zeros((len(basis[N - 1]), len(basis[N])))
            for k, s in enumerate(basis[N]):
                if (s >> i) & 1:
                    sign = (-1) ** bin(s & ((1 << i) - 1)).count("1")
                    a[where[N - 1][s ^ (1 << i)], k] = sign
            ann[N, i] = a
        kinetic.append(sum(hop[i, j] * ann[N, i].T @ ann[N, j]
                           for i in range(n) for j in range(n) if hop[i, j] != 0)
                       + np.zeros((len(basis[N]),) * 2))
    energy, vec = {}, {}
    for p in range(n + 1):
        for q in range(n + 1):
            inter = ((occ[p] - 0.5) * u_site) @ (occ[q] - 0.5).T
            h = (np.kron(kinetic[p], np.eye(len(basis[q])))
                 + np.kron(np.eye(len(basis[p])), kinetic[q])
                 + np.diag(inter.ravel()))
            energy[p, q], vec[p, q] = np.linalg.eigh(h)
    e0 = min(e[0] for e in energy.values())
    boltz = {k: np.exp(-beta * (e - e0)) for k, e in energy.items()}
    z_part = sum(b.sum() for b in boltz.values())
    double = 0.0
    green = np.zeros((len(sites), len(sites)), complex)
    for (p, q), v in vec.items():
        both = np.outer(occ[p][:, 0], occ[q][:, 0]).ravel()
        double += (both @ v**2) @ boltz[p, q]
        if p == 0:
            continue
        low = (p - 1, q)
        v3 = v.reshape(len(basis[p]), len(basis[q]), -1)
        elem = [vec[low].T @ np.tensordot(ann[p, i], v3, 1).reshape(-1, v.shape[1])
                for i in sites]
        weight = ((boltz[low][:, None] + boltz[p, q][None, :])
                  / (iw + energy[low][:, None] - energy[p, q][None, :]))
        for a in range(len(sites)):
            for b in range(len(sites)):
                green[a, b] += np.sum(elem[a] * elem[b] * weight)
    return green / z_part, double / z_part


# --- diagonalization routine against free fermions
free = np.array([[0.3, 0.7, 0.2], [0.7, -0.4, 0.0], [0.2, 0.0, 0.1]])
g_free, _ = thermal_green(free, np.zeros(3), [0, 1, 2])
assert np.allclose(g_free, np.linalg.inv(iw * np.eye(3) - free), atol=1e-10)

# --- isolated branch (Hubbard atom): two poles of weight one half
g_atom = thermal_green(np.zeros((1, 1)), np.array([U]), [0])[0][0, 0]
delta_star = 0.5 / (iw - U / 2) + 0.5 / (iw + U / 2)
assert abs(g_atom - delta_star) < 1e-10

# --- predicted limit: correlated site with two uncorrelated bath levels
v_bath = math.sqrt(0.5)
imp = np.array([[0, v_bath, v_bath], [v_bath, U / 2, 0], [v_bath, 0, -U / 2]])
g_lim, d_lim = thermal_green(imp, np.array([U, 0, 0]), [0])
g_lim = g_lim[0, 0]
sigma_lim = iw - delta_star - 1 / g_lim
print(f"Star limit: -Im G_atom = {-g_atom.imag:.6f} /t*, "
      f"-Im Delta = {-delta_star.imag:.6f} t*")
print(f"Star limit: -Im G_oo = {-g_lim.imag:.6f} /t*, double occ. = {d_lim:.6f}, "
      f"-Im Sigma = {-sigma_lim.imag:.6f} t*")

# --- star with z interacting leaves, solved exactly
z_list = [1, 2, 3, 4, 5]
g_star, d_star, s_local, s_edge = [], [], [], []
print("Exact star: z, -Im G_oo [1/t*], double occ., z*(shift of -Im G_oo),")
print("            -Im Sigma from element (o,o) and from (o,leaf) [t*]")
for z in z_list:
    t = 1 / math.sqrt(z)
    hop = np.zeros((z + 1, z + 1))
    hop[0, 1:] = hop[1:, 0] = t
    g, dbl = thermal_green(hop, np.full(z + 1, U), list(range(min(z, 2) + 1)))
    leaf_leaf = g[1, 2] if z > 1 else 0.0
    g_star.append(-g[0, 0].imag)
    d_star.append(dbl)
    s_local.append(-(iw - (1 + z * t * g[1, 0]) / g[0, 0]).imag)
    s_edge.append(-(iw - t * (g[1, 1] + (z - 1) * leaf_leaf) / g[0, 1]).imag)
    print(f"  {z}  {g_star[-1]:.6f}  {dbl:.6f}  {z*(g_star[-1]+g_lim.imag):+.6f}"
          f"  {s_local[-1]:.6f}  {s_edge[-1]:.6f}")


def to_infinite_z(values):
    """Value at 1/z = 0 of the polynomial in 1/z through all points."""
    x = [1 / z for z in z_list]
    return sum(val * math.prod(x[m] / (x[m] - x[k])
                               for m in range(len(x)) if m != k)
               for k, val in enumerate(values))


def check_limit(values, limit):
    """Truncated 1/z extrapolation: allow 5 percent of the largest finite-z shift."""
    extrapolated = to_infinite_z(values)
    assert abs(extrapolated - limit) < 0.05 * max(abs(v - limit) for v in values)
    return extrapolated


g_ext = check_limit(g_star, -g_lim.imag)
d_ext = check_limit(d_star, d_lim)
s_ext = check_limit(s_local, -sigma_lim.imag)
mismatch = check_limit([a - b for a, b in zip(s_local, s_edge)], 0.0)
print(f"Extrapolated to 1/z=0: -Im G_oo = {g_ext:.6f} /t*, double occ. = {d_ext:.6f}")
print(f"Extrapolated to 1/z=0: -Im Sigma = {s_ext:.6f} t*, "
      f"difference of the two Sigma = {mismatch:+.6f} t*")

# --- deletion of a site: 4x4x4 periodic lattice with random local self-energies
ring = np.roll(np.eye(4), 1, 0) + np.roll(np.eye(4), -1, 0)
e4 = np.eye(4)
hop = (np.kron(np.kron(ring, e4), e4) + np.kron(np.kron(e4, ring), e4)
       + np.kron(np.kron(e4, e4), ring)) / math.sqrt(6)
rng = np.random.default_rng(1)
sigma = rng.normal(size=64) - 1j * rng.random(64)
inverse_g = np.diag(iw - sigma) - hop
full = np.linalg.inv(inverse_g)
cavity = np.linalg.inv(inverse_g[1:, 1:])
err_cav = np.abs(cavity - (full[1:, 1:]
                 - np.outer(full[1:, 0], full[0, 1:]) / full[0, 0])).max()
err_leg = np.abs(hop[0, 1:] @ cavity - full[0, 1:] / full[0, 0]).max()
weiss_inv = iw - hop[0, 1:] @ cavity @ hop[1:, 0]
err_weiss = abs(weiss_inv - (1 / full[0, 0] + sigma[0]))
assert max(err_cav, err_leg, err_weiss) < 1e-10
print(f"Site deletion, 64 sites: largest error of cavity relation = {err_cav:.1e} /t*")

# --- infinite hypercubic lattice, free propagators from Bessel integrals
x_gl, w_gl = np.polynomial.legendre.leggauss(400)
s_grid, s_wt = 12.5 * (x_gl + 1), 12.5 * w_gl


def partitions(total, largest):
    if total == 0:
        yield ()
    for first in range(min(total, largest), 0, -1):
        for rest in partitions(total - first, first):
            yield (first,) + rest


def propagator(d, parts):
    """G_ov(iw) for displacement v whose nonzero |components| are parts."""
    arg = 2 * s_grid / math.sqrt(2 * d)
    f = np.exp(-w * s_grid) * jv(0, arg) ** (d - len(parts))
    for p in parts:
        f = f * jv(p, arg)
    return -1j * (-1j) ** sum(parts) * np.dot(s_wt, f)


eps = np.linspace(-10, 10, 20001)
dos = np.exp(-eps**2 / 2) / math.sqrt(2 * math.pi)
g_inf = np.sum(dos / (iw - eps)) * (eps[1] - eps[0])
delta_inf = iw - 1 / g_inf
print("Free hypercubic lattice: d, -Im Delta from i=j, from i!=j, sum [t*],")
print("                         quartic weight Q, 2d*Q")
quartic = {}
for d in (4, 16, 64):
    g0, g1 = propagator(d, ()), propagator(d, (1,))
    through_o = g1**2 / g0
    diag = g0 - through_o
    off = ((2 * d - 2) * (propagator(d, (1, 1)) - through_o)
           + propagator(d, (2,)) - through_o)
    assert abs(diag + off - (iw - 1 / g0)) < 1e-9
    norm, q4 = abs(g0) ** 2, 0.0
    for r in range(1, 9):
        for parts in partitions(r, r):
            m = len(parts)
            if m > d:
                continue
            count = 2**m * math.perm(d, m)
            for p in set(parts):
                count //= math.factorial(parts.count(p))
            gv = abs(propagator(d, parts))
            norm += count * gv**2
            q4 += count * (gv / abs(g0)) ** 4
    # sum rule sum_v |G_ov|^2 = -Im G_oo / w; distances beyond 8 are cut off
    assert abs(norm * w / -g0.imag - 1) < 0.01
    quartic[d] = q4
    print(f"  {d:2d}  {-diag.imag:.6f}  {-off.imag:+.6f}  {-(diag+off).imag:.6f}"
          f"  {q4:.3e}  {2*d*q4:.6f}")
# finite-d corrections are of relative order 1/d
assert abs(quartic[16] / quartic[64] / 4 - 1) < 0.10
assert abs(2 * 64 * quartic[64] / abs(delta_inf) ** 4 - 1) < 0.03
assert abs(diag + off - delta_inf) < 0.01 and abs(diag - g_inf) < 0.01
print(f"d=infinity: -Im G_oo = {-g_inf.imag:.6f} /t*, "
      f"-Im Delta = {-delta_inf.imag:.6f} t*")
print(f"d=infinity: limit of 2d*Q = (|Delta|/t*)^4 = {abs(delta_inf)**4:.6f}")

# --- free Bethe lattice: explicit tree against the cavity recursion


def bethe(z):
    """-Im of cavity and of full local Green function from the recursion."""
    q = (z - 1) / z
    g_cav = (-w + math.sqrt(w * w + 4 * q)) / (2 * q)
    return g_cav, 1 / (w + g_cav)


z, depth = 4, 7
edges, shell, size = [], [0], 1
for level in range(depth):
    new_shell = []
    for parent in shell:
        for _ in range(z if level == 0 else z - 1):
            edges.append((parent, size))
            new_shell.append(size)
            size += 1
    shell = new_shell
a, b = np.array(edges).T
adj = coo_matrix((np.ones(2 * len(a)), (np.r_[a, b], np.r_[b, a])),
                 shape=(size, size))
source = np.zeros(size, complex)
source[0] = 1
g_tree = spsolve((iw * identity(size) - adj / math.sqrt(z)).tocsc(), source)[0]
# the tree is cut at finite depth; the end effect decays geometrically
assert abs(-g_tree.imag - bethe(z)[1]) < 1e-3
print(f"Free tree z=4, {size} sites: -Im G_oo = {-g_tree.imag:.6f} /t*, "
      f"recursion {bethe(z)[1]:.6f} /t*")
print("Free Bethe lattice: z, -Im Delta [t*], t*^2 * (-Im G_oo) [t*]")
gaps = []
for z in (4, 16, 64, 256):
    g_cav, g_loc = bethe(z)
    gaps.append(g_cav - g_loc)
    print(f"  {z:3d}  {g_cav:.6f}  {g_loc:.6f}")
assert abs(gaps[2] / gaps[3] / 4 - 1) < 0.05
semi_e = np.cos((np.arange(2000) + 0.5) * math.pi / 2000) * 2
semi_w = (4 - semi_e**2) / (2 * 2000)
g_semi = np.sum(semi_w / (iw - semi_e))
assert abs(-g_semi.imag - bethe(10**9)[1]) < 1e-6
print(f"z=infinity, semicircular band: -Im G_oo = {-g_semi.imag:.6f} /t*")
print("checks complete")
```

It prints:

```
U = 4.0 t*, T = 0.50 t*, w = pi T = 1.57080 t*
Star limit: -Im G_atom = 0.242879 /t*, -Im Delta = 0.242879 t*
Star limit: -Im G_oo = 0.287509 /t*, double occ. = 0.050261, -Im Sigma = 1.664475 t*
Exact star: z, -Im G_oo [1/t*], double occ., z*(shift of -Im G_oo),
            -Im Sigma from element (o,o) and from (o,leaf) [t*]
  1  0.263908  0.059378  -0.023601  1.691365  0.326622
  2  0.275021  0.055177  -0.024977  1.677369  0.739935
  3  0.279045  0.053614  -0.025391  1.672916  0.958649
  4  0.281112  0.052803  -0.025587  1.670743  1.093836
  5  0.282369  0.052307  -0.025701  1.669458  1.185615
Extrapolated to 1/z=0: -Im G_oo = 0.287509 /t*, double occ. = 0.050261
Extrapolated to 1/z=0: -Im Sigma = 1.664475 t*, difference of the two Sigma = +0.006323 t*
Site deletion, 64 sites: largest error of cavity relation = 2.2e-16 /t*
Free hypercubic lattice: d, -Im Delta from i=j, from i!=j, sum [t*],
                         quartic weight Q, 2d*Q
   4  0.508728  -0.065587  0.443141  4.947e-03  0.039579
  16  0.502256  -0.070435  0.431821  1.093e-03  0.034964
  64  0.500729  -0.071564  0.429165  2.654e-04  0.033969
d=infinity: -Im G_oo = 0.500227 /t*, -Im Delta = 0.428295 t*
d=infinity: limit of 2d*Q = (|Delta|/t*)^4 = 0.033649
Free tree z=4, 4373 sites: -Im G_oo = 0.480207 /t*, recursion 0.480208 /t*
Free Bethe lattice: z, -Im Delta [t*], t*^2 * (-Im G_oo) [t*]
    4  0.511634  0.480208
   16  0.492094  0.484757
   64  0.487616  0.485811
  256  0.486520  0.486070
z=infinity, semicircular band: -Im G_oo = 0.486156 /t*
checks complete
```
